# Why self-diffusion alone does not fix the ionic conductivity

**Q.** I have a first-principles molecular dynamics run of an ionic liquid phase. I took the self-diffusion coefficients from the mean-square displacements and put them into the Nernst-Einstein formula,

$$\sigma_{NE}=\frac{1}{Vk_BT}\sum_i q_i^2D_i .$$

The ions carry the charge, and I know how fast they move. So this is the conductivity, is it not?

**A.** You know how fast each ion moves. The current also depends on whether the ions move together. Suppose a cation and an anion stick to each other and wander through the liquid as one object. What does each do to your formula?

**Q.** Each has a positive $D_i$, and the charges enter squared, so both add to $\sigma_{NE}$. But together they transport no net charge. Then which formula is the right one?

**A.** Start from Ohm's law. Take classical ions with fixed charges $q_i$, no electronic conduction, and an isotropic equilibrium state in volume $V$. Let $x_i$ be unwrapped coordinates, not folded back into the periodic cell, and define

$$M=\sum_i q_ix_i,\qquad J=\dot M=\sum_i q_i\dot x_i .$$

A field $E$ along $x$, switched on for a time $t$, does work on the ions at the rate $EJ$, so the field-free energy $H_0$ changes at that rate. By Liouville's theorem the phase-space density is constant along a trajectory. Its present value is therefore the equilibrium value $e^{-\beta H_0}/Z$ at the starting point, where $\beta=1/k_BT$ and the energy was lower by the work done:

$$f_t=f_{eq}\exp\left[\beta E\int_{-t}^{0}J(s)\,ds\right]\simeq f_{eq}\left[1+\beta E\int_{-t}^{0}J(s)\,ds\right].$$

To first order in $E$, the $J(s)$ in the bracket may be taken along the field-free trajectory. Now average $J(0)$ with this density. The equilibrium mean of $J$ vanishes, and equilibrium correlations depend only on the time difference. The current density is $\langle J\rangle/V=\sigma E$, so for long times

$$\sigma=\frac{1}{Vk_BT}\int_0^\infty C(s)\,ds,\qquad C(s)=\langle J(s)J(0)\rangle .$$

This is the Green-Kubo formula. It contains the total current, not the velocity of one ion at a time.

**Q.** I measured displacements. Can I use those instead?

**A.** Yes. Since $\Delta M(t)=\int_0^tJ(s)\,ds$,

$$\langle\Delta M^2\rangle=\int_0^t\!\!\int_0^t C(|s-s'|)\,ds\,ds'=2\int_0^t(t-s)\,C(s)\,ds .$$

The factor 2 counts the two time orderings, and $t-s$ is the range of starting times for a given separation $s$. Divide by $2t$. If $|C(s)|$ is integrable, the term with $s/t$ disappears at long times, because $s/t$ never exceeds 1 in the range and tends to zero at each fixed $s$. Then

$$\sigma=\lim_{t\to\infty}\frac{\langle\Delta M^2\rangle}{2tVk_BT}
=\lim_{t\to\infty}\frac{\langle|\Delta\mathbf M|^2\rangle}{6tVk_BT}.$$

The second form adds the three equivalent axes. Next, define a diffusion coefficient for every pair of ions by $\langle\Delta x_i\Delta x_j\rangle\to2D_{ij}t$, so that $D_{ii}=D_i$. Expanding the square gives

$$\sigma=\frac{1}{Vk_BT}\sum_{i,j}q_iq_jD_{ij}
=\sigma_{NE}+\frac{1}{Vk_BT}\sum_{i\ne j}q_iq_jD_{ij}.$$

Your formula is the diagonal part. It equals the conductivity when the off-diagonal sum vanishes. Independent ions satisfy that condition, and so would correlated ions whose cross terms happened to cancel.

**Q.** Apply it to the bound pair. I want to see the cancellation, not just be told that the charges add to zero.

**A.** Let the charges be $+e$ and $-e$, and let $r=x_+-x_-$. Then $\Delta M=e[r(t)-r(0)]$. Because $(a-b)^2\le2a^2+2b^2$,

$$\langle\Delta M^2\rangle\le4e^2\langle r^2\rangle .$$

For a permanently bound pair the right side is a finite constant. Divided by $t$, it goes to zero, and so does the pair's contribution to $\sigma$.

The same bound fixes the individual coefficients. Write $\Delta x_+=\Delta x_-+\Delta r$ and square:

$$\langle\Delta x_+^2\rangle=\langle\Delta x_-^2\rangle+2\langle\Delta x_-\Delta r\rangle+\langle\Delta r^2\rangle .$$

By the Cauchy-Schwarz inequality the middle term grows no faster than $\sqrt t$, and the last term is bounded. Neither survives division by $t$, so $D_{++}=D_{--}$. Multiplying $\Delta x_+$ by $\Delta x_-$ instead gives $D_{+-}=D_{--}$ in the same way. With $D_R$ for the common value,

$$D_{++}+D_{--}-2D_{+-}=D_R+D_R-2D_R=0 ,$$

whereas Nernst-Einstein stops at $2D_R$.

**Q.** How large is $D_R$? If pairs hardly move, the mistake would be harmless.

**A.** That needs a model. Let each ion feel friction $-\gamma_\pm v_\pm$ and a random force $\xi_\pm$ with $\langle\xi(t)\xi(t')\rangle=2\gamma k_BT\,\delta(t-t')$, independent for the two ions. Add the two equations of motion. The binding forces cancel, and one time integration gives

$$\gamma_+\Delta x_++\gamma_-\Delta x_-=\int_0^t(\xi_++\xi_-)\,ds-\Delta(m_+v_++m_-v_-).$$

The noise integral has variance $2(\gamma_++\gamma_-)k_BT\,t$. The momentum change has bounded variance and drops out at long times. For a bound pair both displacements grow alike, so the left side is $(\gamma_++\gamma_-)\Delta x$ up to a bounded term. Hence

$$D_R=\frac{k_BT}{\gamma_++\gamma_-}.$$

For one free ion the same argument gives $D_\pm^0=k_BT/\gamma_\pm$. Substituting $\gamma_\pm=k_BT/D_\pm^0$,

$$D_R=\frac{D_+^0D_-^0}{D_+^0+D_-^0}.$$

Take round model values $D_+^0=2$ and $D_-^0=1$, in units of $10^{-9}\ \mathrm{m^2/s}$, which I use for every diffusion coefficient from here on. Then $D_R=2/3=0.667$. The pair is slower than either free ion, but far from immobile.

**Q.** The separation of a bound pair still fluctuates, so its opposite charges move relative to each other. Surely $J$ is not zero at every instant.

**A.** It is not. At equal times the two velocities are independent with variance $k_BT/m$ each, so $C(0)=e^2k_BT(1/m_++1/m_-)>0$. What vanishes is the time integral of $C$. The pair can therefore respond to an alternating field, but it carries no steady current. In a constant field the pair stretches until the binding force balances the field, and the charge then stops separating.

For numbers, bind the pair with a harmonic spring of $K=10\ \mathrm{N/m}$, with masses 20 and 30 u at 400 K, where $k_BT=34.47\ \mathrm{meV}=5.52\times10^{-21}\ \mathrm J$. At long times $r(t)$ and $r(0)$ are uncorrelated, and equipartition gives $\langle r^2\rangle=k_BT/K$ along each axis. Therefore

$$\langle\Delta r^2\rangle\to2\langle r^2\rangle=\frac{2k_BT}{K}
=1.105\times10^{-21}\ \mathrm{m^2}=0.001105\ \mathrm{nm^2}.$$

The running integral $\int_0^tC(s)\,ds/e^2$ shows the cancellation developing:

| Upper limit (ps) | Running integral |
|---|---:|
| 0.05 | 2.52 |
| 0.20 | 1.08 |
| 1.00 | 0.01 |

**Q.** So if I stopped at 0.20 ps, I would report a conductivity for a pair that has none?

**A.** Yes. With one pair per cubic nanometre at 400 K, the factor $e^2/(Vk_BT)$ is 4.648 S/m per diffusion unit. Stopping at 0.20 ps would give $4.648\times1.078=5.01$ S/m. Nernst-Einstein would give $4.648\times2\times0.6667=6.20$ S/m. The dc conductivity is zero.

**Q.** Then is $\sigma_{NE}$ an upper limit? Correlations seem to remove current.

**A.** These correlations do, because opposite charges move together. Consider any two ions that stay bound. All their $D_{ij}$ equal the same $D_R$, so

$$\frac{\sigma}{\sigma_{NE}}
=\frac{(q_1^2+q_2^2+2q_1q_2)D_R}{(q_1^2+q_2^2)D_R}
=\frac{(q_1+q_2)^2}{q_1^2+q_2^2}.$$

For charges $+1$ and $-1$ the ratio is 0. For $+2$ and $-1$ it is $1/5$: the pair carries its net charge, but Nernst-Einstein counts $4+1$ instead of $1$. For two $+1$ ions moving together it is 2, and Nernst-Einstein is too low. For a charged unit I assume that the medium providing the friction is at rest and that other charges neutralize the system without adding correlations. So $\sigma_{NE}$ is not a bound in general.

**Q.** At least in a salt with singly charged ions, I could read the fraction of free ions from $\sigma/\sigma_{NE}$.

**A.** Test that on the simplest mixture. Let a fraction $p$ of the cation-anion pairs be bound for longer than any time we observe, and let all other ions move independently. Per cation-anion pair, the conductivity contains $(1-p)(D_+^0+D_-^0)$. Self-diffusion adds $2pD_R$ from the bound pairs. Thus

$$\frac{\sigma}{\sigma_{NE}}
=\frac{(1-p)(D_+^0+D_-^0)}{(1-p)(D_+^0+D_-^0)+2pD_R}.$$

With $p=0.5$ this is $1.5/(1.5+0.667)=0.692$, although half the ions are free.

In this friction model the ratio exceeds $1-p$ whenever $0<p<1$. Since $4D_+^0D_-^0\le(D_+^0+D_-^0)^2$, we have $2D_R\le(D_+^0+D_-^0)/2$. The denominator is then at most $(1-p/2)(D_+^0+D_-^0)$, which is less than $D_+^0+D_-^0$. The bound pairs are slow, so they weigh less in $\sigma_{NE}$ than their number suggests.

**Q.** Real pairs break and find new partners. Does the argument survive when there is no clean division into free and bound?

**A.** The formula with $D_{ij}$ needs no such division. A solvable model runs from free ions to a tightly bound pair. Put one cation and one anion in a periodic cube of side $L$, neglect inertia, and let them attract through

$$U=-w\sum_{k=x,y,z}\cos\frac{2\pi r_k}{L}.$$

The axes separate, so one is enough. Write $u(r)=-w\cos(2\pi r/L)$ and $S=D_+^0+D_-^0$. Without inertia, each velocity is $\beta D^0$ times the force, plus noise:

$$\dot x_+=-\beta D_+^0u'(r)+\eta_+,\qquad
\dot x_-=+\beta D_-^0u'(r)+\eta_- ,$$

where $\langle\eta_\pm(t)\eta_\pm(t')\rangle=2D_\pm^0\delta(t-t')$ and the two noises are independent. Subtracting, $r$ has drift $-\beta Su'(r)$ and bare diffusion coefficient $S$.

**Q.** And the motion of the pair as a whole?

**A.** Let $a=D_+^0/S$ and take the friction-weighted centre $X=(1-a)x_++ax_-$. Its drift is proportional to $(1-a)D_+^0-aD_-^0$. Both terms equal $D_+^0D_-^0/S$, so the drift vanishes. The same difference multiplies the noise covariance of $X$ and $r$, so the two move independently. The diffusion coefficient of $X$ is

$$(1-a)^2D_+^0+a^2D_-^0
=\frac{D_+^0D_-^0(D_-^0+D_+^0)}{S^2}=D_R .$$

The centre diffuses with $D_R$ whatever the strength of the attraction. The charge displacement is $\Delta M=e\Delta r$, so the conductivity depends on $r$ alone.

**Q.** But $r$ moves in a periodic potential. How do you get its long-time diffusion?

**A.** From a small field. The forces $+eE$ and $-eE$ give $r$ the extra drift $\beta D_+^0eE+\beta D_-^0eE=\beta Sf$, with $f=eE$. So $r$ behaves as one particle in the potential $\Phi(r)=u(r)-fr$. Let $P(r)$ be its steady probability density, folded into one period and normalized there. The flux is drift minus diffusion:

$$j_r=-\beta S\Phi'P-SP'=-Se^{-\beta\Phi}\frac{d}{dr}\left(e^{\beta\Phi}P\right).$$

In a steady state $j_r$ is constant. Multiply by $e^{\beta\Phi}$ and integrate over one period, using $P(L)=P(0)$ and $\Phi(L)=\Phi(0)-fL$:

$$j_r\int_0^Le^{\beta\Phi}dr
=Se^{\beta\Phi(0)}P(0)\left(1-e^{-\beta fL}\right).$$

The bracket is already of first order, $\beta fL$, so everything else may be taken at zero field. There $e^{\beta u(0)}P(0)=1/\int_0^Le^{-\beta u}dr$. The mean velocity is $\int_0^Lj_r\,dr=j_rL$, hence

$$\langle\dot r\rangle=\beta f\,
\frac{SL^2}{\int_0^Le^{\beta u}dr\int_0^Le^{-\beta u}dr}.$$

For the cosine both integrals equal $L\,I_0(\beta w)$, where

$$I_0(z)=\frac{1}{2\pi}\int_0^{2\pi}e^{z\cos\theta}d\theta .$$

Changing the sign of the cosine only shifts $\theta$ by $\pi$. Therefore

$$\langle\dot r\rangle=\beta eE\,D_r,\qquad D_r=\frac{S}{I_0(\beta w)^2}.$$

The current density is $e\langle\dot r\rangle/V$, and dividing by $E$ gives

$$\sigma=\frac{e^2D_r}{Vk_BT}.$$

Comparison with the displacement formula, where $\Delta M=e\Delta r$, identifies $D_r$ as the long-time diffusion coefficient of $r$.

**Q.** Now recover the self-diffusion coefficients that I would have measured.

**A.** Invert the change of variables: $x_+=X+ar$ and $x_-=X-(1-a)r$. Since $X$ and $r$ are independent,

$$D_{++}=D_R+a^2D_r,\qquad D_{--}=D_R+(1-a)^2D_r,$$

$$D_{+-}=D_R-a(1-a)D_r .$$

As a check, $D_{++}+D_{--}-2D_{+-}=[a+(1-a)]^2D_r=D_r$.

Take $L=1$ nm, $T=400$ K and $w=2k_BT$. Here $a=2/3$ and $I_0(2)=2.2796$, so $D_r=3/2.2796^2=0.5773$. Then

$$D_{++}=0.6667+\tfrac49(0.5773)=0.923,$$
$$D_{--}=0.6667+\tfrac19(0.5773)=0.731,$$
$$D_{+-}=0.6667-\tfrac29(0.5773)=0.538 .$$

The conductivity is $4.648\times0.5773=2.68$ S/m. Nernst-Einstein gives $4.648\times(0.9232+0.7308)=7.69$ S/m, nearly three times as much.

| $w/k_BT$ | $\sigma$ (S/m) | $\sigma_{NE}$ (S/m) | $\sigma/\sigma_{NE}$ |
|---:|---:|---:|---:|
| 0 | 13.94 | 13.94 | 1.000 |
| 1 | 8.70 | 11.03 | 0.789 |
| 2 | 2.68 | 7.69 | 0.349 |
| 4 | 0.109 | 6.26 | 0.017 |

The numerical check obtains the diffusion coefficients from the two-ion diffusion operator and, separately, the conductivity from the current in a small field. Both agree with these formulas.

**Q.** From the first row to the last, my estimate falls by about a factor of two, while the conductivity falls by more than a hundred.

**A.** That is the two modes separating. A deep well for $r$ suppresses $D_r$, which carries the charge, and leaves $D_R$, which carries the pair. What matters is that the separation is trapped: since $I_0$ is even, reversing the sign of $w$ moves the well by $L/2$ along each axis and changes none of the coefficients. At $w=4k_BT$ the self-diffusion coefficients are 0.677 and 0.669, close to $D_R=0.667$. The small remaining conductivity comes from $r$ crossing from one well to the next. In this cell the ion then meets a periodic image of its old partner, which stands in for partner exchange. The closed form exists because the potential separates into one-dimensional periodic problems, one per axis. One pair in a small cell is not a converged simulation of a liquid.

**Q.** So for my own trajectory I should compute $\Delta\mathbf M$. Which charges do I use? The electrons move with the ions, and the effective charges fluctuate.

**A.** The first-principles current includes that electronic motion. You may replace it by fixed charges if the accumulated polarization change differs from $\sum_iq_i\Delta\mathbf r_i$ by a vector $\mathbf b(t)$ of bounded mean square. Then

$$\langle|\Delta\mathbf M+\mathbf b|^2\rangle
=\langle|\Delta\mathbf M|^2\rangle+2\langle\Delta\mathbf M\cdot\mathbf b\rangle+\langle|\mathbf b|^2\rangle .$$

The cross term grows at most as $\sqrt t$, so the dc conductivity is unchanged, as it was for the stretching of the pair. I assume this condition holds for integer ionic charges in your liquid. It requires an electronically insulating system in which charge is not passed between ions independently of their motion. If that fails, use the full current.

**Q.** My plot of $\langle|\Delta\mathbf M|^2\rangle$ is much noisier than the ionic mean-square displacements. Is that a fault?

**A.** It is expected. For a Gaussian displacement $y$ of zero mean, $\langle y^4\rangle=3\langle y^2\rangle^2$, so one sample of $y^2$ has relative variance 2. Averaging over $N$ independent ions reduces this to $2/N$. The total $\Delta M$ along an axis supplies one sample per time interval, however many ions there are. Its relative variance is 2 when $\Delta M$ is Gaussian, and larger when the interval contains only rare hops. You need a longer run or several runs, and a time window in which $\langle|\Delta\mathbf M|^2\rangle$ has become linear. With many ions that move nearly independently, the smoother Nernst-Einstein number has the smaller relative statistical error, but it estimates a different quantity. Ions that move together, such as the two members of a bound pair, count as one sample.

## Computed values

```
D unit below: 1e-9 m^2/s
Temperature: 400 K; box side: 1.0 nm
Thermal energy kBT: 34.47 meV
Bare D: cation 2.000, anion 1.000
Pair-centre D_R: 0.6667
Conductivity per unit D: 4.6481 S/m
HARMONIC BOUND PAIR
Masses: 20, 30 u; K: 10 N/m
Integrated self correlations: 0.66667, 0.66667
Integrated cross correlation: 0.66667
Running current integral/e^2 at 0.05 ps: 2.5208
Running current integral/e^2 at 0.20 ps: 1.0780
Running current integral/e^2 at 1.00 ps: 0.0105
Full current integral/e^2, magnitude: 2.0e-09
Plateau of <(change of r_x)^2>: 0.001105 nm^2
Bound charges (1, -1): sigma/sigma_NE = 0.0000
Bound charges (2, -1): sigma/sigma_NE = 0.2000
Bound charges (1, 1): sigma/sigma_NE = 2.0000
Mixture, paired fraction 0.50: ratio = 0.6923
BREAKABLE PAIR
w/kBT = 0: I0 = 1.0000, D_r = 3.0000
  D++ = 2.0000, D-- = 1.0000, D+- = -0.0000
  sigma = 13.9444 S/m, sigma_NE = 13.9444 S/m
  ratio = 1.0000; from applied field: 13.9444 S/m
w/kBT = 1: I0 = 1.2661, D_r = 1.8716
  D++ = 1.4985, D-- = 0.8746, D+- = 0.2508
  sigma = 8.6993 S/m, sigma_NE = 11.0305 S/m
  ratio = 0.7887; from applied field: 8.6995 S/m
w/kBT = 2: I0 = 2.2796, D_r = 0.5773
  D++ = 0.9232, D-- = 0.7308, D+- = 0.5384
  sigma = 2.6834 S/m, sigma_NE = 7.6883 S/m
  ratio = 0.3490; from applied field: 2.6835 S/m
w/kBT = 4: I0 = 11.3019, D_r = 0.0235
  D++ = 0.6771, D-- = 0.6693, D+- = 0.6614
  sigma = 0.1092 S/m, sigma_NE = 6.2581 S/m
  ratio = 0.0174; from applied field: 0.1092 S/m
Applied test field: 3.447e+05 V/m
Largest diffusion-tensor error / D_R: 9.8e-05
Largest relative Ohm-law error: 1.1e-04
```
